# Quantum-Well Level Broadening from One-Monolayer Width Fluctuations: verification in Python

```python
"""
Level broadening from one-monolayer width fluctuations in a quantum well.

Result under test: two regions whose widths differ by one monolayer a have
ground levels separated by
    step = pi^2 hbar^2 a / (m L^3)        for impenetrable barriers,
    step = 2 E a / (L + 2/kappa)          for a barrier of finite height V.
L: mean well width, m: effective mass (same in well and barrier),
E: ground level above the well bottom, 1/kappa: decay length in the barrier.
k0 = sqrt(2 m V)/hbar, strength P = k0 L/2, theta = k L/2 (k: wavenumber
in the well). Lengths in nm, energies in meV, masses in free-electron masses.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf

MEV = 1e-3 * const.e
HB2 = const.hbar**2 / const.m_e / MEV * 1e18      # hbar^2/m_e in meV nm^2
HARTREE = const.physical_constants["Hartree energy in eV"][0] * 1e3  # meV

mono = 0.3
carriers = {"electron": (0.07, 250.0), "hole": (0.35, 150.0)}
mu = 1 / sum(1 / m for m, V in carriers.values())


# ---------- derived formulas ----------
def hard_step(L, mass):
    return np.pi**2 * HB2 * mono / (mass * L**3)


def phase(P):
    return brentq(lambda t: np.cos(t) - t / P, 0, np.pi / 2,
                  xtol=1e-15, rtol=1e-14)


def well(L, mass, V):
    """Ground state of the finite well from the matching condition."""
    k0 = np.sqrt(2 * mass * V / HB2)
    P = k0 * L / 2
    theta = phase(P)
    E = V * np.cos(theta)**2
    kappa = k0 * np.sin(theta)
    L_eff = L + 2 / kappa
    return dict(k0=k0, P=P, theta=theta, E=E, kappa=kappa, L_eff=L_eff,
                density=2 * E / (V * L_eff), slope=2 * E / L_eff)


def reduced_slope(P):
    """|dE/dL| / (V k0) as a function of the well strength."""
    t = phase(P)
    return np.cos(t)**2 * np.sin(t) / (1 + P * np.sin(t))


def exponent(f, x, h=1e-3):
    """Local power p in f ~ x^(-p)."""
    return -np.log(f(x * (1 + h)) / f(x * (1 - h))) / np.log((1 + h) / (1 - h))


def total_slope(L):
    return sum(well(L, m, V)["slope"] for m, V in carriers.values())


# ---------- independent numerical solutions ----------
def hard_level_grid(L, mass, h=0.05):
    """Hard-wall ground level by finite differences on a fixed spacing."""
    n = int(round(L / h)) - 1
    t = HB2 / (2 * mass * h**2)
    return eigh_tridiagonal(np.full(n, 2 * t), np.full(n - 1, -t),
                            eigvals_only=True, select="i",
                            select_range=(0, 0))[0]


BOX, NB = 80.0, 300
n_idx = np.arange(1, NB + 1)
q_basis = n_idx * np.pi / BOX


def overlap_part(q, x1, x2):
    safe = np.where(q == 0, 1, q)
    value = (np.sin(safe * np.pi * x2 / BOX)
             - np.sin(safe * np.pi * x1 / BOX)) / (safe * np.pi)
    return np.where(q == 0, (x2 - x1) / BOX, value)


def diagonalize(x1, x2, mass, V):
    """Level and density at the right wall, for a well between x1 and x2."""
    diff = n_idx[:, None] - n_idx[None, :]
    summ = n_idx[:, None] + n_idx[None, :]
    inside = overlap_part(diff, x1, x2) - overlap_part(summ, x1, x2)
    H = np.diag(HB2 * q_basis**2 / (2 * mass) + V) - V * inside
    val, vec = eigh(H, subset_by_index=[0, 0])
    psi = np.sqrt(2 / BOX) * np.sin(q_basis * x2) @ vec[:, 0]
    return val[0], psi**2


def diag_step(L, mass, V):
    """Energy step when only the right wall moves by one monolayer."""
    left = BOX / 2 - L / 2
    narrow = diagonalize(left, left + L - mono / 2, mass, V)[0]
    wide = diagonalize(left, left + L + mono / 2, mass, V)[0]
    return narrow - wide


# ---------- hard walls: prefactor, reduced mass, inverse cube ----------
hard_widths = np.array([4.0, 6.0, 8.0, 12.0, 16.0])
grid_steps = np.array([
    sum(hard_level_grid(L - mono / 2, m) - hard_level_grid(L + mono / 2, m)
        for m, V in carriers.values()) for L in hard_widths])
# 1 percent covers the a^2/(2 L^2) term and the grid error
assert np.allclose(grid_steps, hard_step(hard_widths, mu), rtol=0.01)
grid_power = -np.polyfit(np.log(hard_widths), np.log(grid_steps), 1)[0]
assert abs(grid_power - 3) < 0.01

# ---------- finite barriers: level, wall density, monolayer step ----------
worst_step = 0.0
for m, V in carriers.values():
    for L in (2.0, 5.0, 10.0, 20.0):
        w = well(L, m, V)
        E_num, dens_num = diagonalize(BOX/2 - L/2, BOX/2 + L/2, m, V)
        assert abs(E_num / w["E"] - 1) < 1e-3
        assert abs(dens_num / w["density"] - 1) < 5e-3
        err = abs(diag_step(L, m, V) / (mono * w["slope"]) - 1)
        worst_step = max(worst_step, err)
assert worst_step < 0.01      # finite step against its linear estimate

# ---------- local exponent from diagonalization ----------
total_diag = {L: sum(diag_step(L, m, V) for m, V in carriers.values())
              for L in (9.0, 10.0, 11.0)}
diag_power = -np.log(total_diag[11.0] / total_diag[9.0]) / np.log(11 / 9)
assert abs(diag_power / exponent(total_slope, 10.0) - 1) < 0.01

# ---------- high barrier: shifted cube law with error of order P^-3 -------
def shifted_error(P):
    shifted = np.pi**2 / (4 * (1 + P)**3)   # same units as reduced_slope
    return abs(shifted / reduced_slope(P) - 1)


error_ratio = shifted_error(50.0) / shifted_error(100.0)
assert 7 < error_ratio < 9
assert abs(exponent(reduced_slope, 50.0) - 3 / (1 + 1 / 50)) < 1e-3

# ---------- narrow finite well: the broadening has a maximum ----------
peak = minimize_scalar(lambda P: -reduced_slope(P), bounds=(0.05, 3),
                       method="bounded", options={"xatol": 1e-9})
P_peak = peak.x
m_e, V_e = carriers["electron"]
k0_e = well(10.0, m_e, V_e)["k0"]
L_peak = 2 * P_peak / k0_e
around = [diag_step(L, m_e, V_e) for L in (L_peak/2, L_peak, 2*L_peak)]
assert around[1] > around[0] and around[1] > around[2]

# barrier needed for a nearly cubic law in a 10 nm well
P_cubic = brentq(lambda P: exponent(reduced_slope, P) - 2.9, 5, 200)
V_cubic = HB2 * (2 * P_cubic / 10.0)**2 / (2 * m_e)

# ---------- lateral averaging over random islands ----------
spread = 3.0                              # R/d
edges = np.arange(-12, 13)
p_line = 0.5 * np.diff(erf(edges / spread))
p_island = np.outer(p_line, p_line).ravel()
rng = np.random.default_rng(7)
levels = []
step_10 = mono * total_slope(10.0)
for batch in range(10):
    thick = rng.integers(0, 2, size=(2000, p_island.size))
    levels.append(-step_10 * (thick @ p_island))
sigma_random = np.std(np.concatenate(levels))
sigma_formula = step_10 / 2 / (np.sqrt(2 * np.pi) * spread)
# finite island size gives about 1 percent, sampling about 0.5 percent
assert abs(sigma_random / sigma_formula - 1) < 0.03

# ---------- printed numbers ----------
print(f"hbar^2/m_e = {HB2:.3f} meV nm^2")
print(f"monolayer a = {mono:.1f} nm; reduced mass = {mu:.5f} m_e")
for name, (m, V) in carriers.items():
    w = well(10.0, m, V)
    print(f"{name}: mass {m:.2f} m_e, barrier {V:.0f} meV, L = 10 nm")
    print(f"  1/k0 = {1/w['k0']:.4f} nm, P = {w['P']:.4f}")
    print(f"  theta = {w['theta']:.4f} rad, E = {w['E']:.3f} meV")
    print(f"  1/kappa = {1/w['kappa']:.4f} nm, "
          f"L+2/kappa = {w['L_eff']:.3f} nm")
    print(f"  wall density = {w['density']:.6f} 1/nm")
    print(f"  |dE/dL| = {w['slope']:.4f} meV/nm")
    print(f"  step, finite barrier = {mono*w['slope']:.4f} meV")
    print(f"  step, diagonalized = {diag_step(10.0, m, V):.4f} meV")
    print(f"  step, hard walls = {hard_step(10.0, m):.4f} meV")
print("transition: L (nm), hard step, finite step (meV), exponent")
for L in (3.0, 5.0, 10.0, 15.0, 20.0):
    print(f"  {L:4.0f} {hard_step(L, mu):10.3f} "
          f"{mono*total_slope(L):8.3f} {exponent(total_slope, L):7.3f}")
print(f"10 nm transition step, finite = {step_10:.3f} meV "
      f"= {step_10/HARTREE:.3e} hartree")
print(f"10 nm transition step, hard = {hard_step(10.0, mu):.3f} meV "
      f"= {hard_step(10.0, mu)/HARTREE:.3e} hartree")
print(f"10 nm rms, one island per state: finite {step_10/2:.3f} meV, "
      f"hard {hard_step(10.0, mu)/2:.3f} meV")
print(f"finite step ratio, 5 nm to 10 nm = "
      f"{total_slope(5.0)/total_slope(10.0):.3f}")
print(f"hard-wall exponent from grid levels = {grid_power:.4f}")
print(f"10 nm exponent from diagonalization = {diag_power:.3f}")
print(f"largest step error of linear estimate = {100*worst_step:.3f} %")
print(f"shifted-cube error ratio, P=50 to P=100: {error_ratio:.3f}")
print(f"maximum of |dE/dL| at P = {P_peak:.4f}")
print(f"  electron: L = {L_peak:.3f} nm, "
      f"|dE/dL| = {V_e*k0_e*reduced_slope(P_peak):.2f} meV/nm")
print(f"  diagonalized steps at half, full, twice this L: "
      f"{around[0]:.2f}, {around[1]:.2f}, {around[2]:.2f} meV")
print(f"exponent 2.9 needs P = {P_cubic:.2f}; electron, 10 nm: "
      f"V = {V_cubic/1000:.2f} eV")
print(f"islands, R/d = {spread:.0f}: rms formula {sigma_formula:.4f} meV, "
      f"random patterns {sigma_random:.4f} meV")
print("every check passed")
```

Output:

```
hbar^2/m_e = 76.200 meV nm^2
monolayer a = 0.3 nm; reduced mass = 0.05833 m_e
electron: mass 0.07 m_e, barrier 250 meV, L = 10 nm
  1/k0 = 1.4755 nm, P = 3.3887
  theta = 1.2067 rad, E = 31.702 meV
  1/kappa = 1.5790 nm, L+2/kappa = 13.158 nm
  wall density = 0.019275 1/nm
  |dE/dL| = 4.8186 meV/nm
  step, finite barrier = 1.4456 meV
  step, diagonalized = 1.4460 meV
  step, hard walls = 3.2231 meV
hole: mass 0.35 m_e, barrier 150 meV, L = 10 nm
  1/k0 = 0.8519 nm, P = 5.8693
  theta = 1.3404 rad, E = 7.823 meV
  1/kappa = 0.8750 nm, L+2/kappa = 11.750 nm
  wall density = 0.008877 1/nm
  |dE/dL| = 1.3316 meV/nm
  step, finite barrier = 0.3995 meV
  step, diagonalized = 0.3996 meV
  step, hard walls = 0.6446 meV
transition: L (nm), hard step, finite step (meV), exponent
     3    143.250   16.529   1.187
     5     30.942    7.726   1.769
    10      3.868    1.845   2.317
    15      1.146    0.690   2.524
    20      0.483    0.328   2.633
10 nm transition step, finite = 1.845 meV = 6.781e-05 hartree
10 nm transition step, hard = 3.868 meV = 1.421e-04 hartree
10 nm rms, one island per state: finite 0.923 meV, hard 1.934 meV
finite step ratio, 5 nm to 10 nm = 4.187
hard-wall exponent from grid levels = 3.0016
10 nm exponent from diagonalization = 2.313
largest step error of linear estimate = 0.113 %
shifted-cube error ratio, P=50 to P=100: 7.770
maximum of |dE/dL| at P = 0.5372
  electron: L = 1.585 nm, |dE/dL| = 49.25 meV/nm
  diagonalized steps at half, full, twice this L: 11.35, 14.75, 10.42 meV
exponent 2.9 needs P = 29.07; electron, 10 nm: V = 18.39 eV
islands, R/d = 3: rms formula 0.1227 meV, random patterns 0.1206 meV
every check passed
```
